# Two routes to the clustered Weibull law for interconnect dielectric breakdown, part 2

Comb structures of copper lines separated by a thin dielectric are held at constant voltage and temperature, and the first weak site to break down ends a structure's life. Times are in hours. A structure of area \(A\) and site density \(D\) has a Poisson number of sites with mean \(AD\). Each site has failed by time \(t\) with probability \(q=1-\exp[-(t/t_0)^\beta]\), where \(t_0\) is the site time. The power law for the sites is \(q\approx(t/t_0)^\beta\), valid while \((t/t_0)^\beta\ll1\).

With mean density \(\bar D\) and \(g=D/\bar D\), a structure survives the load \(x\) with probability \(e^{-gx}\), where

\[
x=A\bar D\left(\frac{t}{t_0}\right)^\beta=\left(\frac{t}{\tau}\right)^\beta,
\qquad \tau=t_0\,(A\bar D)^{-1/\beta}.
\]

The density \(p(g)\) has mean one and variance \(1/\alpha\). The surviving fraction is \(S=\int_0^\infty e^{-gx}p(g)\,dg\), and \(F=1-S\) is the fraction failed. The first derivation takes the gamma density

\[
p(g)=\frac{\alpha^\alpha}{\Gamma(\alpha)}\,g^{\alpha-1}e^{-\alpha g},\qquad \alpha>0,
\]

with moments \(\langle g^k\rangle=\Gamma(\alpha+k)/[\alpha^k\,\Gamma(\alpha)]\). The second follows the mean \(m\) and variance \(v\) of \(g\) among survivors. For any initial density with a finite second moment, the selection equations are

\[
\frac{dS}{dx}=-mS,\qquad \frac{dm}{dx}=-v .
\]

It assumes \(v/m^2=1/\alpha\) for all \(x\ge0\), which gives \(m=1/(1+x/\alpha)\). Both derivations yield the clustered law

\[
S=\left(1+\frac{x}{\alpha}\right)^{-\alpha}.
\]

Early failures follow \(F=x-\frac12(1+1/\alpha)x^2+\cdots\). The ordinary Weibull law, \(S=e^{-x}\), is the limit \(\alpha\to\infty\). A Weibull plot shows \(\ln(-\ln S)\) against \(\ln t\): the ordinary law is a straight line of slope \(\beta\), while the slope of the clustered law falls steadily from \(\beta\) towards zero.

The example has \(\alpha=\beta=1.5\), \(\tau=100\) h, \(A=1000\ \mu\mathrm{m}^2\), \(\bar D=10\ \mu\mathrm{m}^{-2}\) and \(t_0=46\,416\) h. Its median life is 91.9 h and its 90% life 310 h. The site simulation in the numerical output drew 40,000 structures with a population mean of 200 sites.

### A falling hazard without healing

The hazard in real time, \(h=-d\ln S/dt\), is the mean rate \(m\) multiplied by \(dx/dt=\beta x/t\):

\[
h(t)=\frac{\beta}{t}\,\frac{x}{1+x/\alpha}.
\]

At \(\tau\) this is \((1.5/100)/(5/3)=0.0090\) per hour. To locate its maximum, write \(u=x/\alpha\) and differentiate \(\ln h\):

\[
\frac{d\ln h}{d\ln t}=-1+\beta-\frac{\beta u}{1+u}.
\]

This vanishes when \((\beta-1)(1+u)=\beta u\), that is, when \(u=\beta-1\). For \(\beta>1\) the derivative is positive before this point and negative after it, so the hazard has a maximum at \(x=\alpha(\beta-1)\). In the example \(x=1.5\times0.5=0.75\), and the peak lies at \(100\times0.75^{2/3}=82.5\) h with a height of 0.0091 per hour. For \(\beta\le1\) the hazard falls from the start.

An individual structure has hazard \(g\beta t^{\beta-1}/\tau^\beta\), which for \(\beta>1\) rises as long as the power law for the sites holds. The fall seen in the population after 82.5 h is thus a selection effect. Within this model it is no sign that the dielectric recovers.

### What each derivation assumes

Both derivations assume that \(g\) is fixed for life, that it multiplies a clock common to all structures, and that \(\beta\) is the same everywhere. They differ in what they say about the spread of \(g\).

The first specifies the whole gamma density at the start. The method would work for any other density, since \(S(x)\) is its Laplace transform, but the result would change. The second specifies no shape, but requires the relative variance to stay constant throughout the test. A gamma density meets this requirement: multiplied by \(e^{-gx}\), it is proportional to \(g^{\alpha-1}e^{-(\alpha+x)g}\), again a gamma density of shape \(\alpha\), with

\[
m=\frac{\alpha}{\alpha+x},\qquad v=\frac{\alpha}{(\alpha+x)^2}=\frac{m^2}{\alpha}.
\]

Conversely, the requirement fixes \(S(x)\) for all \(x\ge0\), and a Laplace transform determines its density uniquely. The density must then be gamma. The two assumptions are equivalent, although one is a statement about manufacture and the other about selection.

Neither follows from the physics of a dielectric. If only the initial mean and variance are known, the selection equations give \(m\approx1-x/\alpha\), and hence \(F\) through second order in \(x\), but no more. A lognormal density with the same mean and variance shows the effect of the missing information. In the example it gives a median of 89.5 h instead of 91.9 h, and a 90% life of 252 h instead of 310 h. The late part of the curve depends on the shape of the density, while the first-order early failures depend on its mean.

Failure times from one kind of structure cannot establish clustering by themselves. Identical structures that all had the rate \(1/(1+x/\alpha)\) on the load clock would have the same \(S\). Their rate would fall through some change in the material, not through selection. Nor does selection by itself prove that the defect density varies: structures of equal density give the same curve if the site time \(t_0\) varies from structure to structure in the corresponding way, and nearly the same curve if a few rare sites are thousands of times weaker dielectrically than the rest. A moderate spread among many independent sites averages out and leaves the Weibull law. Structures of different area supply further evidence.

### Two laws for a larger area

Enlarge the area by a factor \(R\) at fixed mean density. If the whole enlarged structure shares one value of \(g\), its load is \(Rx\) and

\[
S_{\text{shared}}=\left(1+\frac{Rx}{\alpha}\right)^{-\alpha}.
\]

The parameter \(\alpha\) is unchanged, and \(Rx=(t/\tau_R)^\beta\) with \(\tau_R=\tau R^{-1/\beta}\). If the structure instead consists of \(R\) regions with independent values of \(g\), all regions must survive, and their probabilities multiply:

\[
S_{\text{indep}}=\left(1+\frac{x}{\alpha}\right)^{-R\alpha}
=\left(1+\frac{Rx}{R\alpha}\right)^{-R\alpha}.
\]

This has the same \(\tau_R\) but the clustering parameter \(R\alpha\). Averaging over many regions makes large structures alike and leads back to the ordinary Weibull law. Identical structures built of independent portions also follow the product rule. Data in which \(\alpha\) stays constant as the area grows would therefore speak against that explanation and for some property shared over long distances. They would not show that this property is the defect density: a line spacing or site strength shared over each structure, at uniform density, also bends the Weibull plot and also keeps the fitted \(\alpha\) constant as the area grows.

For \(R=100\), \(\tau_R=100\times100^{-2/3}=4.64\) h. The median is 4.27 h for a shared density and 3.64 h for independent regions. The 90% lives are 14.4 h and 8.1 h. At \(F=10^{-6}\) both laws give 0.000464 h, because \(F\approx Rx\) in both. The choice between the laws matters for the bulk of the failures, and very little for the first few per million.

### Mean life

For given \(g\), substitute \(w=g(t/\tau)^\beta\), so that \(t=\tau(w/g)^{1/\beta}\):

\[
\int_0^\infty e^{-g(t/\tau)^\beta}dt
=\frac{\tau g^{-1/\beta}}{\beta}\int_0^\infty w^{1/\beta-1}e^{-w}dw
=\tau g^{-1/\beta}\,\Gamma\!\left(1+\frac1\beta\right).
\]

The last step uses \(\Gamma(1/\beta)/\beta=\Gamma(1+1/\beta)\). The gamma moment formula with \(k=-1/\beta\) then gives

\[
\langle t\rangle=\tau\,\alpha^{1/\beta}\,\Gamma\!\left(1+\frac1\beta\right)
\frac{\Gamma(\alpha-1/\beta)}{\Gamma(\alpha)},\qquad \alpha\beta>1 .
\]

In the example \(\alpha\beta=2.25\) and the mean is 151 h. For \(\alpha\beta\le1\) the integral diverges at small \(g\): nearly defect-free structures dominate the mean. A percentile remains finite and is then the sensible measure of life.

### Extrapolation to one failure per million

Suppose that a straight Weibull line is drawn through the 10% and 90% points of the clustered law, at 22.84 h and 310.2 h. The ordinates are \(\ln(-\ln0.9)=-2.250\) and \(\ln(-\ln0.1)=0.834\), so the apparent slope is

\[
\frac{0.834+2.250}{\ln(310.2/22.84)}=\frac{3.084}{2.609}=1.18 .
\]

At \(F=10^{-6}\) the ordinate is \(-13.816\), lower than the 10% point by 11.565. The line reaches it at \(22.84\,e^{-11.565/1.1824}=0.00129\) h, or 4.6 s. The clustered law gives 0.0100 h, or 36 s, which is longer by a factor of 7.7. The sign of the error is general within this model. The slope of the true curve falls with time, so the curve is concave, and a chord extended to earlier times lies above it. The line predicts too many early failures and too short a life.

The gain is legitimate only if the clustered law continues to hold down to \(F=10^{-6}\). A separate weak population at low \(F\) would violate this condition. The size of the gain also depends on the shape of the density: for the lognormal density of the same mean and variance the corresponding factor is 3.6.

### The model beside a real interconnect

The example assumes copper lines at a spacing of 35 nm, a stress field of 4 MV/cm, hence 14 V, and a temperature of 398 K. All parameters are rough choices, not measurements. The site density in particular is assumed, and enters \(\tau\) only together with \(t_0\). The very short life at \(10^{-6}\) belongs to the stress condition, which is far more severe than use. Of the neglected effects computed here, with the sizes assumed below, a second population changes the life at \(10^{-6}\) most. Let 0.1% of the structures have lines printed too wide, so that every spacing is 10 nm smaller. (The numerical output calls this group misaligned. A plain shift of alternate lines would narrow only half of the gaps and widen the others.) Their field is \(14\ \mathrm{V}/25\ \mathrm{nm}=5.6\) MV/cm. With an assumed exponential field acceleration of 4 cm/MV, they age faster by \(e^{4\times1.6}\approx602\). Their load is multiplied by \(602^{1.5}\approx14\,800\), so the mean early load rises by a factor of about \(0.999+14.8=15.8\), and the life at \(10^{-6}\) is multiplied by \(15.8^{-2/3}\approx0.16\). The computed change is \(-84\%\), while the median moves by only \(-0.12\%\). Such a group could remain invisible in a small sample and still cancel most of the gain found above at the stress voltage. Whether the loss carries over to use depends on the field law. At 1.0 V the two fields differ by only 0.114 MV/cm, the same exponential law makes the group age 1.58 times faster, and the life at \(10^{-6}\) falls by less than 0.1%. Under a power law in field the group's acceleration is the same at every voltage. With exponent 16, which has the same slope at the stress field, it is \((35/25)^{16}\approx218\), and the life at \(10^{-6}\) is shortened by about 62% at stress and at use alike.

The other effects computed, again with assumed sizes, change the lives by a few per cent or less at stress. A Gaussian spacing variation between structures of standard deviation 0.5 nm shortens the life at \(10^{-6}\) by 4.2% and the median by 0.6%, and lengthens the 99% life by 5%. This effect grows steeply with the assumed spread: the life at \(10^{-6}\) falls by 16% at 1 nm and by 57% at 2 nm, where spacing variation alone bends the Weibull plot about as much as the assumed clustering. A temperature variation of 2 K, with an assumed activation energy of 0.8 eV, shortens the life at \(10^{-6}\) by 1.0% and the median by 0.02%. Saturation of the site law lengthens the 99% life by 0.1%. A fraction \((1+A\bar D/\alpha)^{-\alpha}=1.8\times10^{-6}\) of the structures has no site at all and would never fail by this mechanism, so the power-law tail cannot be trusted down to that level. With these structures included the mean life is infinite; the 151 h found earlier belongs to the power-law load continued to all times.

Transfer to use conditions needs physics that the clustering law does not contain. Take 1.0 V, or 0.286 MV/cm, at 378 K. If \(\ln t\) falls linearly with field at 4 cm/MV, the life grows by \(e^{4(4-0.286)}=2.8\times10^6\). If it falls linearly with the square root of the field, with the same slope at the stress field, the factor is \(1.5\times10^{10}\). The two differ by a factor of about 5400, and the lower temperature adds a factor of 3.4 to either if the activation energy is still 0.8 eV at the lower field. If all structures share one spacing and one temperature, and \(\alpha\) and \(\beta\) do not change with stress, these factors multiply \(\tau\) and all percentiles alike. The ratio of 7.7 between the clustered and straight-line lives is then unaffected, but the absolute life at use is uncertain by far more than that ratio. Under either of these two laws a group with narrower gaps, whose field falls by more, has a larger factor of its own, and with such a group present the ratio does change between stress and use. Most of the values quoted are listed in the numerical output.

## Numbers as computed

```
Inputs: beta = 1.5, alpha = 1.5, tau = 100 h
Area = 1000 um^2, mean site density = 10 um^-2
Mean number of sites = 10000, site time t0 = 46416 h
Spacing = 35 nm, field = 4.0 MV/cm, voltage = 14.0 V
Stress temperature = 398 K
Field slope = 4.0 cm/MV, activation = 0.8 eV
Largest quadrature-minus-formula difference = 1.9e-12
F(tau): formula = 0.5352, site simulation = 0.5384
F(tau): ordinary Weibull = 0.6321
alpha = 1.5: largest survival difference from Weibull = 0.147827
alpha = 10: largest survival difference from Weibull = 0.026194
alpha = 100: largest survival difference from Weibull = 0.002698
alpha = 1000: largest survival difference from Weibull = 0.000271
Early second-order coefficient, direct = 0.8327
F = 1e-06: clustered life = 0.01 h, Weibull = 0.01 h
F = 0.1: clustered life = 22.839 h, Weibull = 22.308 h
F = 0.5: clustered life = 91.907 h, Weibull = 78.322 h
F = 0.9: clustered life = 310.16 h, Weibull = 174.37 h
Mean life = 150.67 h
Weibull-plot slope at 1 h = 1.4995, at tau = 1.1746
Weibull-plot slope at the 90% life = 0.7666
Mean site density of survivors at tau = 6.000 um^-2
Hazard at tau = 0.00900 per h
Hazard peak: time = 82.55 h, value = 0.00909 per h
Straight-line slope from 10% and 90% points = 1.1824
Straight-line life at F = 1e-6 = 0.0012905 h
True clustered life / straight-line life = 7.75
Area times 100: new tau = 4.6416 h
Large area, F = 1e-06: shared = 0.00046416 h, independent = 0.00046416 h
Large area, F = 0.5: shared = 4.266 h, independent = 3.641 h
Large area, F = 0.9: shared = 14.396 h, independent = 8.1352 h
Spacing sigma = 0.5 nm: life shift at F=1e-6 = -4.20 %, at 0.5 = -0.58 %
Temperature sigma = 2.0 K: life shift at F=1e-6 = -0.97 %, at 0.5 = -0.02 %
Misaligned fraction = 0.1 %, narrowing = 10 nm
Misaligned part: field = 5.60 MV/cm, time acceleration = 601.8
Misaligned part: life shift at F=1e-6 = -84.1 %, at 0.5 = -0.12 %
Lognormal density: life at F=0.5 = 89.46 h, at 0.9 = 252.49 h
Site saturation: shift of 99% life = 0.103 %
Fraction of structures without a site = 1.84e-06
Use: 1.0 V, field = 0.286 MV/cm, 378 K
Life gain from field: linear law = 2.83e+06, root law = 1.52e+10
Root-law gain / linear-law gain = 5380
Life gain from temperature = 3.44
```
